Why stress voids in copper lines are not condensed thermal vacancies

A copper line 200 nm wide, 200 nm high and 5000 nm long contains about 1.7×10¹⁰ atoms, yet at 400 °C it holds on average only about 33 vacant lattice sites. Gathered together, they would make a hole 0.9 nm across. If the same line is bonded inside surroundings that contract less, cooling to 25 °C can make room for a void almost 180 nm across. Where does that room come from?

A tempting answer is that the hot metal is full of vacancies, which become surplus on cooling and condense into a void. The first part of this text takes that answer at its word and counts the volume. The second part states and proves what replaces it.

**The counter-example: counting the vacancies**

Let the line have N atoms and n vacancies, hence N + n lattice sites. Making one vacancy, by moving an atom from the interior to a surface or grain boundary, costs a free energy

g = E − TS,

where E is the formation energy and S the formation entropy due to changed vibrations. The entropy of choosing which sites are empty is not part of S; it enters through the number of arrangements, (N + n)!/(N! n!). For independent vacancies, the statistical weight of n vacancies is therefore

w(n) = [(N + n)!/(N! n!)] xⁿ, with x = exp(−g/kT) = exp(S/k) exp(−E/kT).

The binomial series gives the sum of the weights:

Z = Σ w(n) = (1 − x)^−(N+1).

Since x d(xⁿ)/dx = n xⁿ, the mean number follows by differentiation:

⟨n⟩ = x d(ln Z)/dx = (N + 1)x/(1 − x).

For large N and small x this is Nx, so the vacant fraction of sites is

c = exp(S/k) exp(−E/kT).

Rough typical values for copper are E = 1.28 eV and S = 2k. At 400 °C, kT = 0.05801 eV and E/kT = 22.066, so

c = exp(2 − 22.066) = 1.93×10⁻⁹.

The atomic volume follows from the face-centred cubic cell, which has side 0.3615 nm and four atoms:

Ω = (0.3615 nm)³/4 = 0.01181 nm³.

The line volume is V = 200 × 200 × 5000 nm³ = 2.0×10⁸ nm³. Hence N = V/Ω = 1.693×10¹⁰ and ⟨n⟩ = Nc = 32.67. Adding up the weights w(n) term by term for this N and x also gives 32.67.

When a vacancy joins a void, the void gains one empty site, of volume Ω. The whole population supplies

32.67 × 0.01181 nm³ = 0.386 nm³.

A sphere of volume v₀ has diameter (6v₀/π)^(1/3), here 0.90 nm.

**The same line: counting the missing metal**

Now take the line to be free of stress at 400 °C and cool it by 375 K. Copper would like to contract more than its cavity. Let ε = 0.005 be the extra linear contraction, measured relative to the cooled cavity and assumed equal in all three directions. Each side of the unstressed metal would be shorter than the cavity by the factor 1 − ε, so the metal would leave empty the fraction

1 − (1 − ε)³ = 3ε − 3ε² + ε³ = 0.014925.

The leading term is

θ = 3ε = 0.015.

The neglected terms change it by about half a percent of itself. I use θ below. If the misfits differ by direction, the same expansion gives θ = ε₁ + ε₂ + ε₃.

The missing volume is θV = 3.0×10⁶ nm³. As a sphere it has diameter 179 nm and just fits across the line. As a gap over the full cross-section it is 0.015 × 5000 nm = 75 nm long. Compared with the vacancies,

θ/c = 0.015/(1.93×10⁻⁹) = 7.8×10⁶.

For vacancies alone to supply this void, all those in a line of the same cross-section and length

(3.0×10⁶ nm³)/(200 × 200 nm² × 1.93×10⁻⁹) = 3.9×10¹⁰ nm

would have to arrive at one place. That is 39 m of wire.

Another comparison uses the temperature. The chosen strain implies an expansion difference Δα = 0.005/375 K = 13.33 ppm/K. The misfit volume equals the vacancy volume when 3ΔαΔT = c, or

ΔT = 1.93×10⁻⁹/(3 × 13.33×10⁻⁶ K⁻¹) ≈ 5×10⁻⁵ K.

Cooling by a twentieth of a millikelvin thus creates as much missing volume as all the thermal vacancies contain.

**Could better vacancy numbers rescue the idea?**

The exponential makes c sensitive to its inputs, so a generous case is needed. With E = 1.10 eV and S = 3k, c at 400 °C rises to 1.2×10⁻⁷, still about 10⁵ times smaller than θ. With the original inputs, the formula gives 1.3×10⁻⁴ at the melting point, 1358 K. Even if all those vacancies were trapped by sudden cooling, θ would be larger by a factor of about 110.

Tension also favours vacancies. When an atom is placed on a grain boundary under normal tension σ, the tension does work σΩ, so g falls by σΩ and

c(σ) = c exp(σΩ/kT).

This neglects the inward relaxation of atoms around the vacancy. If the cavity walls were rigid, the tension would be Kθ, with K the bulk modulus of copper. For K = 140 GPa this is 2100 MPa. Applied at 400 °C, where the actual line is unstressed, it would raise c by a factor of 14. This deliberately unfavourable combination does not alter the conclusion.

**The correct statement**

Consider metal that fills a closed cavity and is bonded to its wall. Let its unstressed volume after cooling be smaller than the cavity by the fraction θ, and let its initial vacancy fraction be c. Count each vacancy as a full atomic volume; this neglects the inward relaxation around it and so somewhat overstates the vacancy term. If no atoms enter or leave, and if the stress relaxes fully and all vacancies disappear, then the void fraction is

v = θ + c − θc ≈ θ + c.

Thermal misfit and vacancies are separate supplies. For the copper line the first is larger by nearly seven powers of ten.

The proof is a count of volume. Before the void forms, the metal's unstressed volume is (1 − θ)V, of which a fraction c consists of vacant sites. The atoms alone therefore need (1 − θ)(1 − c)V. When the stress is gone, the cavity has its unstressed volume V. The remainder is

V − (1 − θ)(1 − c)V = (θ + c − θc)V.

No elastic modulus appears, because in the final state metal and surroundings no longer load each other. If the surroundings consist of several materials, these can still stress one another. Their stiffness then affects the size of the empty cavity, and through it the value of θ. Stiffness affects the stress before the void forms and how completely it can relax, as later sections show.

The closed cavity matters. Take instead a film of area A, bonded below but free on top. Let h be the thickness it would have after cooling if it had contracted exactly like the substrate. If atoms can move from the top surface into the grain boundaries until the stress vanishes, the metal needs the volume (1 − θ)Ah. With A fixed by the substrate, its thickness becomes (1 − θ)h. The surface ends up θh below the level set by h, and no internal void is required.

**How the misfit is stored before a void exists**

To estimate the stress, replace the line by a metal sphere of radius R in a large elastic matrix of shear modulus G. Outside the sphere, the radial displacement that dies away with distance is u = a/r². The radial strain is −2a/r³, and the two tangential strains are each a/r³. Their sum is zero, so the radial stress is 2G times the radial strain:

σ_rr = −4Ga/r³.

At the interface this equals the metal's tension σ. With u(R) = a/R²,

σ = −4G u(R)/R.

The cavity's relative volume change is 3u(R)/R = −3σ/(4G): tension pulls the wall inward. The metal, meanwhile, expands by σ/K relative to its unstressed volume. With a void fraction v present, equality of volumes requires, to first order in small strains,

1 − 3σ/(4G) = 1 − θ + σ/K + v.

Collecting the terms in σ gives

σ = B(θ − v), with 1/B = 1/K + 3/(4G).

For K = 140 GPa and an oxide-like G = 31 GPa, B = 31.9 GPa. Before voiding, v = 0 and

σ = 31.91 GPa × 0.015 = 479 MPa.

A radial finite-element solution gives the same 479 MPa. It used a matrix 30 times the sphere's radius, a matrix bulk modulus of 37 GPa and a metal shear modulus of 48 GPa; the last two do not enter the formula.

Plastic flow does not remove this misfit. Slip changes the metal's shape at constant volume, whereas the closed cavity demands extra volume. Slip can reduce shear stresses, but θ remains.

**How atoms turn tension into a void**

Vacancies can still be important as carriers. An atom leaves the void surface and eventually settles in a grain boundary under tension. The void grows by Ω, and the boundary gains a lattice site that helps the metal fill its cavity. In the lattice route, the boundary emits a vacancy, which travels to the void. The vacancy need not have existed when the line was hot.

Let x = 0 be the void and x = L the closed end of the line; x now denotes position. Let m(x,t) be the remaining misfit fraction, c(x,t) the local vacancy fraction, D_v the vacancy diffusivity and s the rate at which boundaries emit vacancies per site. Each emission adds one site, so

∂c/∂t = D_v ∂²c/∂x² + s,

∂m/∂t = −s.

No vacancies cross x = L. Those reaching x = 0 enlarge the void:

dv/dt = (D_v/L) (∂c/∂x at x = 0).

Averaging the first two equations over the line and adding the third gives

d(⟨c⟩ + ⟨m⟩ + v)/dt = 0,

because the diffusion term contributes −(D_v/L)(∂c/∂x at x = 0), which cancels dv/dt, while the emission terms cancel each other.

For the boundaries take

s = [c₀ exp(βm) − c]/τ, with β = BΩ/kT,

where c₀ is the stress-free equilibrium fraction and τ the exchange time. The exponential is the tension factor found above, with local tension σ = Bm. At the void surface set c = c₀, neglecting surface energy for now.

In a steady state m is constant, so s = 0. The diffusion equation then gives ∂²c/∂x² = 0. Zero flux at x = L makes c uniform, and its value at the void is c₀. Finally s = 0 gives exp(βm) = 1, hence m = 0. If the line starts with c = c₀ and m = θ, conservation gives v = θ. The vacancy fraction has dropped out of the final volume.

A simulation tested whether the system reaches this state. It used θ = 0.015, β ≈ 40.6 (the value at 400 °C) and τ = 10⁻³L²/D_v. Temperature was held fixed, so this tests the mechanism rather than a cooling history. Two vacancy fractions, 10⁻⁵ and 2×10⁻⁵, were chosen far above copper's value for convenience. Both gave a final void fraction of 0.01500. With the smaller fraction, the void reached 0.0113 after 999 L²/D_v; with the larger, it did so after 500. Doubling the number of carriers halved the time and left the final volume unchanged.

A third run removed the boundary sources and let the void absorb every vacancy reaching it, by setting c = 0 there. Starting from 10⁻⁵, the final void fraction was 10⁻⁵. This is the condensation picture, and it yields what was initially in the store.

In the copper line, the misfit void requires 3.0×10⁶/0.01181 = 2.5×10⁸ atoms to move. That is 7.8 million for each vacancy present on average at 400 °C. Vacancies must be created and absorbed continually if they are to carry this traffic.

**The time needed**

Near the end of relaxation, βm is small. With rapid exchange, c ≈ c₀(1 + βm). Adding the equations for c and m gives

(1 + c₀β) ∂m/∂t = D_v c₀β ∂²m/∂x².

Since c₀β is much less than one, m diffuses with coefficient Dβ, where D = D_v c₀. The conditions m = 0 at the void and zero slope at the closed end select sin(πx/2L) as the slowest mode. Two derivatives bring down −π²/(4L²), so its decay time is

t = 4L²kT/(π²DBΩ).

In the run with c₀ = 10⁻⁵, the decay rate between four and six decay times was 0.999 times this prediction. At later times it settles to 0.997, mainly because the exchange time is finite.

For lattice diffusion I take D = D₀ exp(−Q/kT), with rough values D₀ = 2×10⁻⁵ m²/s and Q = 2.05 eV, and ignore a correlation factor of order one. At a storage temperature of 200 °C this gives D = 2.9×10⁻²⁷ m²/s and t ≈ 2 million years for the 5000 nm line. Without stress, the mean number of vacancies in the line would be 0.003. The initial tension at this temperature raises it to less than 0.005, so even one is present only occasionally. A decay time of 1000 h, after which about a quarter of the misfit would still remain (30 percent if the flux is linear in the stress gradient), would require D ≈ 5×10⁻²⁰ m²/s, about 1.7×10⁷ times larger. If such a line does void in that time, a faster path must carry the atoms. Grain boundaries and interfaces are the natural candidates. The volume balance is unchanged, since it does not depend on the route.

**What surface energy takes back**

A small void is penalized by its surface. At fixed tension σ, a spherical void of radius r changes the energy by

F = 4πr²γ − (4/3)πr³σ,

where γ is the surface energy. Setting dF/dr = 8πrγ − 4πr²σ to zero gives

r* = 2γ/σ.

There the second derivative is 8πγ − 8πr*σ = −8πγ, so this is a maximum. For γ = 1.7 J/m² and σ = 479 MPa, r* = 7.1 nm. The sphere made from all the thermal vacancies has a radius of 0.45 nm and would lower its energy by shrinking. The barrier, F(r*) = 4πγr*²/3, is about 2200 eV, far beyond thermal reach. This counts tension as the only driving force, as it is when boundaries keep the vacancies in equilibrium. If instead the vacancies of 400 °C were all retained at 25 °C, their surplus would act like a pressure (kT/Ω) ln(c_hot/c_cold) ≈ 9.7 GPa in place of σ. The same formulas then give r* ≈ 0.35 nm, at the edge of a continuum description, and a barrier of about 5.5 eV, still some 200 kT. In this model a void needs a favourable starting place, such as a flaw or a poorly bonded patch of interface.

For a grown void, the tension falls as the void fills. The total energy is

U = ½B(θ − v)²V + 4πr²γ, with vV = (4/3)πr³.

Adding volume to a sphere increases its area by 2/r per unit volume. Setting dU/dv = 0 therefore gives

B(θ − v) = 2γ/r.

The left side is the remaining tension. Minimizing U numerically for the example gives 39 MPa and v = 1.38 percent. In this sphere model, surface energy thus withholds 8 percent of the misfit volume. In a long line of fixed length whose shear stress has relaxed, a tension σ shrinks the cavity by the fraction σ/G instead of 3σ/(4G). Then 1/B = 1/K + 1/G, B falls to 25 GPa, and the share withheld rises to about 10 percent.

This correction can become decisive in soft surroundings. Write r = bv^(1/3), where b = (3V/4π)^(1/3) = 363 nm. The equilibrium condition becomes

θ = v + qv^(−1/3), with q = 2γ/(Bb).

The right side has its minimum where 1 = (q/3)v^(−4/3), that is, at v = (q/3)^(3/4). There its second term equals 3v, so the minimum is 4(q/3)^(3/4). If θ is smaller, no stationary spherical void exists. For the oxide-like matrix the minimum is about 0.4 percent, safely below 1.5 percent. If G is ten times smaller, with everything else fixed, B falls to 4.0 GPa and the minimum rises to about 1.9 percent. This segment could then not sustain a free spherical void, despite its misfit. The threshold falls as V^(−1/4), so with the sphere's modulus a connected segment about 2.4 times longer would have a stationary void. That void would still cost more energy than no void until the segment is about four times longer. By then the sphere would be wider than the line, so the void would need another shape and this estimate no longer applies. With the lower modulus of a long line, both lengths would be greater still. A large misfit volume is a supply, and does not by itself guarantee a void.

**Setting the model beside a real line**

The expansion difference of 13.33 ppm/K is roughly that between copper and silicon, whose mean over this temperature range is about a tenth larger, and an oxide-like matrix is a reasonable stiff case. Real lines are not spheres, and their liners, dielectrics and substrate expand differently; the misfits in the three directions, each measured against the empty cavity in the assembled surroundings, should then be added. Softer dielectrics lower the initial tension: for the sphere, the tenfold softer example above gives about 60 MPa instead of 479 MPa. A long line whose length is held fixed by the substrate gains less from a soft dielectric while the metal stays elastic. For a long cylinder with the same moduli and a metal shear modulus of 48 GPa, the mean tension is about 250 MPa instead of 530 MPa. If slip removes the shear stress completely, these values fall to about 45 and 380 MPa. Temperature of use matters too. At 200 °C only 200 K of cooling has occurred, and the misfit volume is 3 × 13.33×10⁻⁶ × 200 = 0.80 percent. This roughly halves the supply but leaves it millions of times larger than the vacancy fraction at 400 °C. Surface energy also takes a larger share of the smaller supply: in the oxide-like matrix, about 20 percent instead of 8 for the sphere, and about 25 instead of 10 for the long line with relaxed shear stress.

The assumption most likely to fail on the vacancy side is equilibrium. Plated copper may contain excess defects, and its grains may grow after the line is enclosed. Grain boundaries are less dense than crystal, so their removal releases volume. In a large piece of metal, cubic grains of side d have boundary area 3/d per unit volume, since each of six faces is shared by two grains. In the line, the outermost faces lie on the wall instead. This lowers the area by the same amount before and after growth, so the difference is unchanged. For a rough excess volume of 0.03 nm³ per nm² of boundary, growth from 100 to 200 nm releases

0.03 × 3 × (1/100 − 1/200) = 0.00045,

or 0.045 percent. This is 3 percent of the thermal misfit, though more than 10⁵ times the volume of the thermal vacancies. Other defects left by plating must be assessed separately. To match the misfit, trapped vacancies would have to exceed the calculated melting-point fraction about a hundredfold.

For design, the void volume available from thermal misfit is θ times the connected metal volume from which atoms can arrive in the time considered, less what surface energy withholds. Whether it causes failure depends also on where a void can start and how small a gap would break the connection. The numerical output below gives most of the values used here; most of the others follow from the formulas above.

Computed results

```
INPUTS (material data rough)
Hot, cold, storage temperature: 673.15, 298.15, 473.15 K
Linear misfit strain: 0.50 percent
Implied expansion difference: 13.33 ppm/K
Vacancy formation energy: 1.28 eV; entropy: 2.0 k
Copper lattice constant: 0.3615 nm
Line width, height, length: 200, 200, 5000 nm
Metal bulk modulus: 140 GPa
Matrix shear modulus: 31 GPa
Surface energy: 1.70 J/m^2
VACANCY SUPPLY AT 400 C
kT: 0.05801 eV; E/kT: 22.066
Equilibrium vacancy fraction: 1.929e-09
Atomic volume: 0.01181 nm^3
Line volume: 2.000e+08 nm^3; atoms: 1.693e+10
Vacancies in line, formula: 32.67; explicit sum: 32.67
Void from all vacancies: 0.386 nm^3
Its sphere diameter: 0.903 nm
THERMAL MISFIT SUPPLY
Volume fraction 3*eps: 1.500 percent
Volume fraction, full cube: 1.4925 percent
Void volume: 3.000e+06 nm^3
Its sphere diameter: 178.9 nm
Equivalent empty line length: 75.0 nm
Misfit/vacancy volume ratio: 7.775e+06
Line length needed if vacancies alone: 38.9 m
Atoms moved to form misfit void: 2.540e+08
STRESS AND TRANSPORT TESTS
Joint modulus B: 31.91 GPa
Tension, formula: 478.7 MPa; numeric: 478.7 MPa
Simulation vacancy fractions: 1.0e-05, 2.0e-05
Final void fractions: 0.015000, 0.015000
Void fraction without sources: 1.000e-05
Void fractions at one slow time: 0.01133, 0.01132
Those times (L^2/D_vacancy): 999.4, 499.7
Late decay rate, numeric/formula: 0.9991
NEGLECTED EFFECTS
Critical void radius: 7.10 nm
Residual tension at grown void: 39.1 MPa
Void fraction with surface energy: 1.377 percent
Reduction by surface energy: 8.2 percent
Misfit volume left at 200 C: 0.800 percent
Vacancy fraction at 200 C: 1.716e-13; mean in line: 2.91e-03
Generous vacancy inputs: 1.10 eV, 3.0 k
Generous vacancy fraction at 400 C: 1.168e-07
Vacancy fraction at melting (1358 K): 1.313e-04
Rigid-wall tension bound: 2100 MPa
Vacancy increase at that tension: factor 14.4
Boundary excess volume: 0.030 nm^3/nm^2
Cubic grain growth: 100 to 200 nm
Volume from grain growth: 0.0450 percent
Self-diffusion inputs: 2.0e-05 m^2/s, 2.05 eV
Lattice diffusivity at 200 C: 2.92e-27 m^2/s
Lattice relaxation time at 200 C: 1.91e+06 years
Diffusivity needed for 1000 h: 4.88e-20 m^2/s
```
